# Infrared and Raman Activity of Planar Aluminium Trichloride

## Problem

An isolated AlCl₃ monomer is planar, with three equal Al–Cl bonds at $120^\circ$ to one another. All three chlorine atoms are the same isotope.

(a) How many vibrations and how many distinct fundamental frequencies does it have?

(b) Which fundamentals are infrared-active? Show that three of the frequencies are infrared-active and that the remaining one is only Raman-active.

(c) Illustrate the result with a spring model of a planar XY₃ molecule.

Use the harmonic approximation and electric-dipole absorption. "Active" means allowed by symmetry, which does not guarantee a strong band. Accidental coincidences of frequencies are excluded.

## Hints

1. Put the molecule in the $xy$ plane, with $z$ along the threefold axis. Find how each symmetry operation acts on the twelve Cartesian displacements. An atom that changes place contributes nothing to the trace.
2. Remove the three translations and the three rotations.
3. Infrared absorption needs a dipole moment that changes to first order in the vibration. Raman scattering needs the same of the polarizability.
4. For the nondegenerate modes, ask what the threefold rotation and the reflection in the molecular plane do to these first derivatives.

## Solution

### (a) Counting the vibrations

Four atoms have $3\cdot4=12$ displacements. A nonlinear molecule has three translations and three rotations, so $12-6=6$ vibrations remain.

The point group is $D_{3h}$, with twelve operations: the identity $E$, two rotations $C_3$ about $z$, three rotations $C_2$ about the bonds, the reflection $\sigma_h$ in the molecular plane, two operations $S_3$ (a $C_3$ followed by $\sigma_h$), and three reflections $\sigma_v$ in planes containing $z$ and a bond. Its irreducible representations, the basic symmetry types, have these characters (traces):

| | $E$ | $2C_3$ | $3C_2$ | $\sigma_h$ | $2S_3$ | $3\sigma_v$ |
|---|---|---|---|---|---|---|
| $A_1'$ | 1 | 1 | 1 | 1 | 1 | 1 |
| $A_2'$ | 1 | 1 | −1 | 1 | 1 | −1 |
| $E'$ | 2 | −1 | 0 | 2 | −1 | 0 |
| $A_1''$ | 1 | 1 | 1 | −1 | −1 | −1 |
| $A_2''$ | 1 | 1 | −1 | −1 | −1 | 1 |
| $E''$ | 2 | −1 | 0 | −2 | 1 | 0 |

The first column is the degeneracy. One prime means even under $\sigma_h$, two primes odd.

An unmoved atom contributes the trace of the operation acting on a vector: $1+2\cos\theta$ for a rotation by $\theta$, and $-1+2\cos\theta$ if a reflection perpendicular to the axis is added. A pure reflection has $\theta=0$. In the column order of the table:

- unmoved atoms: $4,1,2,4,1,2$
- trace per atom: $3,0,-1,1,-2,1$
- product: $\chi=12,0,-2,4,-2,2$

The number of times a type $\Gamma$ occurs is

$$n_\Gamma=\frac1{12}\sum_{\text{classes}}(\text{class size})\,\chi\,\chi_\Gamma .$$

Class size times $\chi$ gives $12,0,-6,4,-4,6$. Hence

$$
\begin{aligned}
n(A_1')&=(12+0-6+4-4+6)/12=1,\\
n(A_2')&=(12+0+6+4-4-6)/12=1,\\
n(E')&=(24+0+0+8+4+0)/12=3,\\
n(A_1'')&=(12+0-6-4+4-6)/12=0,\\
n(A_2'')&=(12+0+6-4+4+6)/12=2,\\
n(E'')&=(24+0+0-8-4+0)/12=1.
\end{aligned}
$$

The dimensions add up to $1+1+6+2+2=12$, as they must.

A translation transforms like a vector. The pair $(x,y)$ has the characters of $E'$, and $z$ those of $A_2''$. A rotation transforms like a vector under proper rotations but acquires an extra minus sign under $\sigma_h$, $S_3$ and $\sigma_v$. Rotation about $z$ is therefore $A_2'$, and the other two rotations form $E''$. Subtraction leaves

$$\Gamma_{\rm vib}=A_1'+A_2''+2E'.$$

The degeneracies are $1+1+2+2=6$. Six vibrations therefore have four distinct frequencies, labelled $\nu_1(A_1')$, $\nu_2(A_2'')$, $\nu_3(E')$ and $\nu_4(E')$, with $\nu_3>\nu_4$.

### (b) Selection rules

Let $Q$ be a mass-weighted normal coordinate, scaled so that its kinetic energy is $\dot Q^2/2$. To first order the dipole moment is $\mathbf p=\mathbf p_0+(\partial\mathbf p/\partial Q)Q$. Between the ground state and the first excited state of this oscillator,

$$\langle1|\mathbf p|0\rangle=\mathbf p_0\langle1|0\rangle+\frac{\partial\mathbf p}{\partial Q}\langle1|Q|0\rangle
=\frac{\partial\mathbf p}{\partial Q}\sqrt{\frac{\hbar}{2\omega}},$$

because the two states are orthogonal. A fundamental is infrared-active if this derivative is nonzero. In ordinary, nonresonant Raman scattering the polarizability tensor $\alpha$ replaces $\mathbf p$.

**The $A_1'$ mode.** No operation changes $Q$, so the vector $\partial\mathbf p/\partial Q$ must also be unchanged by every operation. A vector in the plane does not survive a $120^\circ$ rotation, so its $x$ and $y$ components vanish. Reflection $\sigma_h$ reverses its $z$ component, which vanishes too. The mode is infrared-inactive. The polarizability has components compatible with full symmetry, namely $\alpha_{xx}+\alpha_{yy}$ and $\alpha_{zz}$. The mode is therefore Raman-active.

**The $A_2''$ mode.** It has the symmetry of $z$, so $\partial p_z/\partial Q$ is allowed and the mode is infrared-active. For Raman scattering, $Q$ changes sign under $\sigma_h$. The polarizability components that also change sign are $\alpha_{xz}$ and $\alpha_{yz}$. Under $C_3$, however, $Q$ is unchanged while this pair rotates like a vector in the plane. Both derivatives must vanish, and the mode is Raman-inactive.

**The $E'$ modes.** Each pair $(Q_x,Q_y)$ can be chosen to transform like $(x,y)$. The relation $(p_x,p_y)=C(Q_x,Q_y)$, with a constant $C$, then respects every operation, so both pairs are infrared-active. The pair $(\alpha_{xx}-\alpha_{yy},-2\alpha_{xy})$ also transforms like $(x,y)$: a $120^\circ$ rotation turns it by $-240^\circ$, which is the same as $+120^\circ$; reversal of $y$ changes the sign of the second member alone; and $\sigma_h$ changes neither. Both pairs are therefore Raman-active as well.

The infrared-active frequencies are thus $\nu_2$, $\nu_3$ and $\nu_4$. The fourth, $\nu_1$, is only Raman-active. The three infrared-active frequencies comprise five vibrations, because two of them are doubly degenerate.

### (c) A spring model

Let X carry charge $+3q$ and each Y charge $-q$. Take $m_X=27$ u, $m_Y=35$ u, $q=0.5\,e$ and bond length $r_0=2.0$ Å. The mass numbers fit the molecule, but the force constants are round choices, so the frequencies are not predictions for AlCl₃. The energy is

$$V=\tfrac12k_r\sum_i(\Delta r_i)^2+\tfrac12k_br_0^2\sum_{i<j}(\Delta\theta_{ij})^2+\tfrac12k_hh^2,$$

where $h$ is the height of X above the Y₃ plane and $k_r,k_b,k_h=300,10,50$ N/m. Wavenumbers follow from $\tilde\nu=\omega/(2\pi c)$.

**Breathing, $\nu_1$.** Every Y moves outward by $\rho$ and X stays at rest. With $T=\tfrac32m_Y\dot\rho^2$ and $V=\tfrac32k_r\rho^2$,

$$\omega_1^2=\frac{k_r}{m_Y}=\frac{300}{35}=8.571\ \mathrm{N/(m\,u)},$$

or 381 cm⁻¹. The dipole change is $-q\rho\sum_i\mathbf e_i=0$, since the three unit vectors $\mathbf e_i$ along the bonds cancel.

For the polarizability, take $\alpha=\sum_i[\alpha_0+\alpha_1(r_i-r_0)]\mathbf e_i\mathbf e_i^{T}$ with $\alpha_0=2.0$ Å³ and $\alpha_1=3.0$ Å². The sum $\sum_i\mathbf e_i\mathbf e_i^T$ has diagonal elements $3/2,3/2,0$ and no others. Thus $\alpha_{xx}$ and $\alpha_{yy}$ each change by $\tfrac32\alpha_1\rho$. With $Q=\sqrt{3m_Y}\,\rho$, the sum of squared tensor derivatives is

$$2\cdot\frac{(3\alpha_1/2)^2}{3m_Y}=\frac{3\alpha_1^2}{2m_Y}=\frac{3\cdot9}{2\cdot35}=0.386\ \text{Å}^4/\mathrm u .$$

The bond dipoles cancel, while the bond polarizabilities add.

**Out-of-plane motion, $\nu_2$.** The Y atoms move together, so $h=z_X-z_Y$. Bond lengths and angles change only to second order in $h$, and their energy is of fourth order. The equations of motion are

$$m_X\ddot z_X=-k_hh,\qquad 3m_Y\ddot z_Y=+k_hh.$$

Dividing each by its mass and subtracting gives

$$\omega_2^2=k_h\left(\frac1{m_X}+\frac1{3m_Y}\right)=50\times0.04656=2.328\ \mathrm{N/(m\,u)},$$

or 199 cm⁻¹. The bracket is the inverse reduced mass $1/\mu$, so $Q=\sqrt\mu\,h$. The dipole is $p_z=3qz_X-3qz_Y=3qh$. The infrared strength, defined here as $|\partial\mathbf p/\partial Q|^2$, is

$$\frac{9q^2}{\mu}=9(0.5)^2(0.04656)=0.105\ e^2/\mathrm u .$$

The polarizability does not change to first order. Each bond tilts by $-h/r_0$ towards $z$, which adds $-(\alpha_0h/r_0)(\mathbf e_i\hat{\mathbf z}^T+\hat{\mathbf z}\mathbf e_i^T)$, and the sum over bonds vanishes because $\sum_i\mathbf e_i=0$.

**In-plane modes, $\nu_3$ and $\nu_4$.** It suffices to treat the partner that transforms like $x$. Let the bonds lie at $\varphi_i=0,120^\circ,240^\circ$. Displace X by $x$ along the $x$ axis, and each Y radially by $a\cos\varphi_i$ and tangentially by $-b\sin\varphi_i$. The case $a=b=x$ is a translation, so the internal coordinates are

$$s=a-x,\qquad t=b-x.$$

The displacement of X has radial component $x\cos\varphi_i$ and tangential component $-x\sin\varphi_i$. Hence $\Delta r_i=s\cos\varphi_i$, and bond $i$ turns by $-t\sin\varphi_i/r_0$.

The stretching sum is $\sum_i(\Delta r_i)^2=\tfrac32s^2$. The sines are $0,\sqrt3/2,-\sqrt3/2$; their successive differences are $\sqrt3/2,-\sqrt3,\sqrt3/2$, whose squares add to $9/2$. Therefore

$$V=\tfrac34(k_rs^2+3k_bt^2),\qquad
T=\tfrac34m_Y(\dot a^2+\dot b^2)+\tfrac12m_X\dot x^2.$$

Differentiating $V$ with respect to $a$, $b$ and $x$ gives

$$m_Y\ddot a=-k_rs,\quad m_Y\ddot b=-3k_bt,\quad m_X\ddot x=\tfrac32(k_rs+3k_bt).$$

With $d=3/(2m_X)$ and $g=1/m_Y+d$, subtracting $\ddot x$ from $\ddot a$ and from $\ddot b$ yields

$$\ddot s=-gk_rs-3dk_bt,\qquad \ddot t=-dk_rs-3gk_bt.$$

For harmonic motion the left sides are $-\omega^2s$ and $-\omega^2t$. The two values of $\omega^2$ are the eigenvalues of the resulting $2\times2$ matrix. Their sum is its trace,

$$\omega_3^2+\omega_4^2=g(k_r+3k_b)=0.08413\times330=27.76\ \mathrm{N/(m\,u)},$$

and their product is its determinant,

$$\omega_3^2\omega_4^2=3k_rk_b(g^2-d^2)=\frac{3k_rk_b}{m_Y}\left(\frac1{m_Y}+\frac3{m_X}\right)=35.92\ \mathrm{(N/(m\,u))^2},$$

where $g^2-d^2=(g-d)(g+d)$ was used. Solving the quadratic equation,

$$\omega_{3,4}^2=\tfrac12\left[27.76\pm\sqrt{27.76^2-4(35.92)}\right]=26.40,\ 1.36\ \mathrm{N/(m\,u)}.$$

These correspond to 669 and 152 cm⁻¹.

The Y displacements along $x$ add to $\tfrac32(a+b)$, so

$$p_x=3qx-\tfrac32q(a+b)=-\tfrac32q(s+t).$$

A mode would be silent if $t=-s$. Inserting this into the two equations gives $\omega^2=gk_r-3dk_b$ and $\omega^2=3gk_b-dk_r$. They agree only if $(g+d)(k_r-3k_b)=0$, that is, if $k_r=3k_b$. This shows how a symmetry-allowed band can vanish by accident. In that case the force on X, proportional to $k_rs+3k_bt$, vanishes, and the silent pair has $\omega^2=(g-d)k_r=k_r/m_Y=\omega_1^2$. In this model the accident therefore also makes $\nu_4$ coincide with $\nu_1$, a case the problem excludes. Here $k_r=300$ and $3k_b=30$ N/m, so both pairs absorb. Their strengths, summed over the two partners, are 0.181 and 0.028 $e^2$/u. The lower pair is weaker in this model, but it is not forbidden. Both pairs also have nonzero Raman strengths, 0.324 and 0.317 Å⁴/u.

The infrared strengths can be checked by a sum rule. In mass-weighted Cartesian coordinates, the squared derivatives of $p_x$ add to

$$\frac{(3q)^2}{m_X}+3\frac{q^2}{m_Y}=\frac{9q^2}{\mu}.$$

Translations contribute nothing because the molecule is neutral, and rotations contribute nothing because its equilibrium dipole is zero. The whole sum for $p_x$ therefore belongs to the $E'$ modes, and $p_y$ gives the same amount. The expected total is $2\times0.1048=0.210\ e^2$/u, in agreement with $0.1815+0.0281$.

## Variation 1: one different chlorine isotope

Replace one Y by an atom of mass 37 u. The forces are unchanged, but the masses now have only $C_{2v}$ symmetry. Let $x$ be the axis through the substituted atom. The remaining operations are $E$, $C_2(x)$, the molecular plane and the $xz$ plane.

The total characters are $12,-2,4,2$. Translations have $3,-1,1,1$ and rotations $3,-1,-1,-1$, leaving $6,0,4,2$ for vibrations. The characters of $x$, $y$ and $z$ are $(1,1,1,1)$, $(1,-1,1,-1)$ and $(1,-1,-1,1)$. The counts are

$$n_x=\frac{6+0+4+2}{4}=3,\quad n_y=\frac{6-0+4-2}{4}=2,\quad n_z=\frac{6-0-4+2}{4}=1.$$

These exhaust the six vibrations. All are nondegenerate and all are infrared-allowed, so the statement in (b) fails for this isotopologue.

The failure is small in the model. The former $\nu_1$ moves from 381 to 378 cm⁻¹, and its infrared strength is about $1.6\times10^{-4}$ of that of the strongest single mode, which in this fixed-charge model is the out-of-plane one. A very weak infrared band near $\nu_1$ in a natural isotope mixture therefore does not by itself disprove planarity. If all three chlorine atoms are replaced by the heavier isotope, $D_{3h}$ symmetry and the original selection rules remain.

## Variation 2: a pyramidal molecule

Now raise X out of the Y₃ plane in the equilibrium structure, keeping the three Y atoms equivalent. The group becomes $C_{3v}$, with classes $E$, $2C_3$ and $3\sigma_v$. The total characters are $12,0,2$. Subtracting translations, $3,0,1$, and rotations, $3,0,-1$, leaves $6,0,2$. Then

$$n(A_1)=\frac{6+0+3\cdot2}{6}=2,\quad
n(A_2)=\frac{6+0-3\cdot2}{6}=0,\quad
n(E)=\frac{2\cdot6+0+0}{6}=2.$$

There are again four frequencies, but $z$ now belongs to $A_1$ and $(x,y)$ to $E$, so all four are infrared-active. The spring model confirms this count for X raised by 0.3 Å. The changes of bond length, angle and height in $V$ are then measured from this new equilibrium, so that $h$ is replaced by $h-0.3$ Å. The breathing motion can now change $p_z$, because no reflection in the molecular plane forbids it.

The number of frequencies therefore cannot distinguish the two shapes; the infrared activity of the breathing mode can. An observed absence supports planarity but does not prove it, since an allowed band may be too weak to detect.

## Values computed for the example and the checks

```
Classes: E, C3, C2, sigma_h, S3, sigma_v
Cartesian characters: [12, 0, -2, 4, -2, 2]
All displacements: A1' + A2' + 3E' + 2A2'' + E''
Translations / dipole: E' + A2''
Rotations: A2' + E''
Polarizability: 2A1' + E' + E''
Vibrations: A1' + 2E' + A2''
Masses X, Y: 27, 35 u
Bond length r0: 2.0 angstrom
k_r, k_b, k_h: 300, 10, 50 N/m
Charges X, Y: +1.5, -0.5 e
Bond polarizability: 2.0 angstrom^3
Its slope with bond length: 3.0 angstrom^2
1/m_X + 1/(3 m_Y): 0.046561 1/u
g = 1/m_Y + 3/(2 m_X): 0.084127 1/u
E' sum of omega^2: 27.7619 N/(m u)
E' product of omega^2: 35.9184 (N/(m u))^2
nu1 A1', degeneracy 1:
  omega^2 = 8.5714 N/(m u)
  wavenumber = 381.4 cm^-1
  IR strength = 0.00000 e^2/u
  Raman strength = 0.3857 angstrom^4/u
nu2 A2'', degeneracy 1:
  omega^2 = 2.3280 N/(m u)
  wavenumber = 198.8 cm^-1
  IR strength = 0.10476 e^2/u
  Raman strength = 0.0000 angstrom^4/u
nu3 E', degeneracy 2:
  omega^2 = 26.4014 N/(m u)
  wavenumber = 669.4 cm^-1
  IR strength = 0.18146 e^2/u
  Raman strength = 0.3238 angstrom^4/u
nu4 E', degeneracy 2:
  omega^2 = 1.3605 N/(m u)
  wavenumber = 152.0 cm^-1
  IR strength = 0.02806 e^2/u
  Raman strength = 0.3166 angstrom^4/u
Distinct frequencies, equal Y: 4
IR-active frequencies, equal Y: 3
One Y of mass 37 u, distinct frequencies: 6
  former nu1: 377.9 cm^-1
  its IR strength: 1.63e-05 e^2/u
  relative to strongest single mode: 1.56e-04
Pyramid, X raised by 0.3 angstrom:
  distinct / IR-active: 4 / 4
```
